# Capacitance of symmetric coplanar strips by conformal mapping, part 1

(Sections cited here and not found follow in the second part.)

## I. From a narrow gap to a rectangle

### What scaling and symmetry already fix

Two long metal strips lie side by side in one plane. Each has width \( w \), and a gap \( s \) separates them. Take the plane as \( y = 0 \), put the origin in the middle of the gap, and let the strips run along the third direction. The metal then occupies

\[ a < |x| < b , \qquad a = \frac{s}{2} , \qquad b = \frac{s}{2} + w . \]

The right strip is held at \( +V/2 \) and the left strip at \( -V/2 \). Let \( \lambda \) be the charge per length on the right strip, counted over both of its faces. The quantity wanted is the capacitance per length, \( C = \lambda / V \).

The medium fills all space and has one permittivity \( \varepsilon \). Between the conductors there is no free charge, so the potential obeys \( \phi_{xx} + \phi_{yy} = 0 \), in which subscripts denote derivatives. Neither this equation nor the strip potentials contain \( \varepsilon \). The potential is therefore the same in every homogeneous medium. Gauss's law then gives the charge as \( \varepsilon \) times the outward flux of \( -\nabla\phi \) through a curve around the strip.

That flux is proportional to \( V \), because the equation is linear. Per unit length of strip it is a line integral of a gradient, so a common enlargement of \( a \) and \( b \) leaves it unchanged: the curve becomes longer by the factor by which the gradient becomes smaller. Hence

\[ C = \varepsilon \, F(k) , \qquad k = \frac{a}{b} = \frac{s}{s + 2w} , \]

with a pure number \( F \) that depends on one ratio. What remains is to find \( F \).

In atomic units the elementary charge is 1 and the vacuum permittivity is \( 1/(4\pi) \), so that

\[ \varepsilon = \frac{\varepsilon_r}{4\pi} , \]

where \( \varepsilon_r \) is the relative permittivity. The strips are treated as perfect conductors of zero thickness, and no other conductor is near.

Two reflections simplify the problem, provided that its solution is unique. Require \( \phi \) to be continuous and to tend to zero far away. Let \( \psi \) be the difference of two such solutions. It vanishes on the strips, and on a sufficiently large circle it is smaller in magnitude than any chosen \( \delta > 0 \). A harmonic function takes its extreme values on the boundary of its region, so \( |\psi| \le \delta \) inside the circle as well. Since \( \delta \) is arbitrary, \( \psi = 0 \).

The function \( \phi(x,-y) \) solves the same problem as \( \phi(x,y) \), so the two are equal. The potential is even in \( y \), and its derivative \( \phi_y \) is odd. Where the plane carries no metal, \( \phi_y \) is also continuous, and an odd continuous function vanishes at \( y = 0 \). Therefore

\[ \phi_y(x,0) = 0 \qquad \text{for } |x| < a \text{ and for } |x| > b . \]

In the same way, \( -\phi(-x,y) \) solves the original problem, so \( \phi \) is odd in \( x \). The strips carry opposite charges, and the pair is neutral.

It is now enough to work in the upper half-plane. A solution found there is continued evenly to the lower half. Both \( \phi \) and \( \phi_y \) then match across the free parts of the plane, so no charge is introduced there. The two faces of a strip carry equal charge.

### A capacitor without fringing

The simplest geometry is a rectangle in an auxiliary plane with coordinates \( p \) and \( q \). Its vertical sides, at \( p = \pm D/2 \), are plates of height \( H \). No flux crosses its horizontal sides. The potential

\[ \phi = \frac{V p}{D} \]

has the values \( \pm V/2 \) on the plates and no derivative with respect to \( q \). The field has magnitude \( V/D \), the charge per length on the positive plate is \( \varepsilon V H / D \), and the capacitance per length is \( \varepsilon H / D \).

The boundary conditions of the half-plane are of the same two kinds: constant potential on metal and zero normal flux elsewhere. This suggests looking for an analytic function

\[ u(z) = p(x,y) + i\,q(x,y) , \qquad z = x + iy , \]

that carries the real axis to the outline of a rectangle.

An analytic function obeys the Cauchy–Riemann equations \( p_x = q_y \) and \( p_y = -q_x \). The first consequence is

\[ p_{xx} + p_{yy} = q_{yx} - q_{xy} = 0 , \]

so \( \phi = V p / D \) is a solution of Laplace's equation in the original plane. The second consequence concerns charge. On the upper face of a strip the outward normal points along \( +y \), and the surface charge density on that face is

\[ \varepsilon E_y = -\varepsilon \phi_y = -\frac{\varepsilon V}{D}\, p_y = \frac{\varepsilon V}{D}\, q_x . \]

Integration from \( x_1 \) to \( x_2 \) gives

\[ \lambda_{\text{upper}}(x_1, x_2) = \frac{\varepsilon V}{D}\,\bigl[\, q(x_2,0) - q(x_1,0) \,\bigr] . \]

The charge on a piece of metal is thus fixed by the length of its image. The same relation, \( \phi_y = -(V/D)\, q_x \), shows that the normal field vanishes wherever \( q \) is constant along the axis.

The task has become geometrical. Along the real axis, \( p \) must be constant on the strips and \( q \) must be constant elsewhere. Equivalently, \( du/dx \) must be imaginary on metal and real off it.

### First case: a gap between two half-planes

Let the strips extend outwards without end, \( b \to \infty \). There are then two changes of boundary condition, at \( x = \pm a \). At each of them \( du/dx \) must change its phase by a right angle. A square root does this, which suggests

\[ \frac{du}{dz} = \frac{1}{\sqrt{a - z}\,\sqrt{a + z}} , \qquad u(0) = 0 . \]

Each root is taken with positive real part. For \( z \) in the upper half-plane, \( a - z \) lies in the lower half-plane and \( a + z \) in the upper one. Neither reaches the negative real axis, so the expression is analytic there.

The sign beyond \( x = a \) follows from approaching the axis from above. There \( a - z \) tends to \( -(x-a) \) with phase \( -\pi \), and its root tends to \( -i\sqrt{x-a} \). Since \( 1/(-i) = i \),

\[ \frac{du}{dx} = \frac{i}{\sqrt{x^2 - a^2}} \qquad (x > a) . \]

Inside the gap the derivative is real and positive. Integration there gives

\[ u(x) = \int_0^x \frac{dx'}{\sqrt{a^2 - x'^2}} = \arcsin\frac{x}{a} , \]

which reaches \( \pi/2 \) at \( x = a \). Beyond that point \( p \) stays at \( \pi/2 \), while

\[ q(x) = \int_a^x \frac{dx'}{\sqrt{x'^2 - a^2}} = \operatorname{arcosh}\frac{x}{a} . \]

The image is a rectangle of width \( D = \pi \) whose height is infinite, and the map is \( z = a \sin u \). The charge between \( a \) and \( x \), with both faces included, is

\[ \lambda(a,x) = \frac{2 \varepsilon V}{\pi}\operatorname{arcosh}\frac{x}{a} . \]

Since \( \operatorname{arcosh} t = \ln\bigl(t + \sqrt{t^2 - 1}\bigr) \), this grows as \( (2\varepsilon V/\pi)\ln(2x/a) \) when \( x \gg a \).

Two half-planes therefore have no finite capacitance per length. Each interval over which \( x \) doubles, far from the gap, contributes about the same charge. The width of a real strip must stop this growth. If the half-plane density is simply cut off at \( x = b \), with \( b \gg a \), the estimate is

\[ C_{\text{cut}} \approx \frac{2\varepsilon}{\pi}\ln\frac{2b}{a} . \]

The logarithm is plausible, since the field near the gap should hardly notice a distant outer edge. The number inside the logarithm is not yet reliable, because the cut ignores how charge rearranges near \( b \).

### General case: two more corners

A finite strip has another change of boundary condition at each outer edge. Two further square roots supply the corresponding right angles:

\[ \frac{du}{dz} = \frac{b}{\sqrt{a-z}\,\sqrt{a+z}\,\sqrt{b-z}\,\sqrt{b+z}} , \qquad u(0) = 0 . \]

The roots have the same meaning as before. The factor \( b \) in the numerator sets the scale of the rectangle. A capacitance depends on the ratio of height to width, so this choice does not affect it. It has the convenience that \( b/\sqrt{b^2 - z^2} \) tends to 1 when \( b \to \infty \) at fixed \( z \), which restores the derivative of the first case.

On the positive axis, approached from above, the derivative is

\[ \frac{du}{dx} = \frac{b}{\sqrt{(a^2 - x^2)(b^2 - x^2)}} \qquad (0 < x < a) , \]

\[ \frac{du}{dx} = \frac{i\,b}{\sqrt{(x^2 - a^2)(b^2 - x^2)}} \qquad (a < x < b) , \]

\[ \frac{du}{dx} = \frac{-\,b}{\sqrt{(x^2 - a^2)(x^2 - b^2)}} \qquad (x > b) . \]

The first root contributes a factor \( i \) beyond \( a \), and the third contributes another beyond \( b \); their product is \( -1 \). The image of the positive axis therefore runs to the right, then upwards, then to the left.

The lengths of these three parts are complete elliptic integrals. With \( k \) as the modulus, define

\[ K(k) = \int_0^1 \frac{dt}{\sqrt{(1 - t^2)(1 - k^2 t^2)}} , \qquad k' = \sqrt{1 - k^2} . \]

Some software takes \( k^2 \) as the argument of this function; here the argument is \( k \). The symbol \( K \) alone will mean \( K(k) \), and \( K' \) will mean \( K(k') \). The prime on \( K' \) does not denote a derivative.

For the right half of the gap put \( x = a t \). Then \( dx = a\,dt \), \( a^2 - x^2 = a^2(1 - t^2) \), and \( b^2 - x^2 = b^2(1 - k^2 t^2) \). The length is

\[ \int_0^1 \frac{b\,a\,dt}{a\,b\,\sqrt{(1-t^2)(1-k^2t^2)}} = K . \]

For the strip put \( x^2 = b^2(1 - k'^2 t^2) \). The outer edge is \( t = 0 \). The inner edge is \( t = 1 \), because \( b^2(1 - k'^2) = b^2 k^2 = a^2 \). The two factors under the root become

\[ b^2 - x^2 = b^2 k'^2 t^2 , \qquad x^2 - a^2 = b^2 k'^2 (1 - t^2) . \]

Differentiation of the substitution gives \( x\,dx = -b^2 k'^2 t\,dt \), so

\[ dx = -\frac{b\,k'^2\,t\,dt}{\sqrt{1 - k'^2 t^2}} . \]

The minus sign is absorbed when the limits are put in increasing order of \( t \). The length is

\[ \int_0^1 \frac{b \cdot b\,k'^2\,t\,dt}{b^2 k'^2\,t\,\sqrt{1-t^2}\,\sqrt{1 - k'^2t^2}} = \int_0^1 \frac{dt}{\sqrt{(1-t^2)(1-k'^2t^2)}} = K' . \]

For the outer half-line put \( x = b/t \), so that \( dx = -b\,dt/t^2 \). Now \( x^2 - a^2 = (b^2/t^2)(1 - k^2t^2) \) and \( x^2 - b^2 = (b^2/t^2)(1 - t^2) \). The length is

\[ \int_0^1 \frac{b\,(b/t^2)\,dt}{(b^2/t^2)\,\sqrt{(1-t^2)(1-k^2t^2)}} = K . \]

The positive axis is carried from \( 0 \) to \( K \), then to \( K + iK' \), and finally to \( iK' \). The negative axis gives the mirror image. The two ends of the real axis meet at \( iK' \), and the outline is a closed rectangle of width \( D = 2K \) and height \( H = K' \).

As \( x \) increases along the whole axis, the outline is traced once, anticlockwise. By the argument principle, each point inside the rectangle is then the image of one point in the upper half-plane. With \( t = z/a \) the differential relation reads \( du = dt/\sqrt{(1-t^2)(1-k^2t^2)} \). The inverse of this integral is by definition the Jacobi function \( \operatorname{sn} \), so

\[ z = a\,\operatorname{sn}(u,k) . \]

At \( k = 0 \) the integral is the arcsine and \( \operatorname{sn} \) becomes the sine, in agreement with the half-plane case.

### The potential and its distant form

The proposed solution in the upper half-plane is

\[ \phi(x,y) = \frac{V}{2K}\,\operatorname{Re} u(x + iy) . \]

It is harmonic, equals \( \pm V/2 \) on the strips, and has zero normal derivative on the rest of the plane. The condition at infinity remains. Far away, the phases found above make \( du/dz \approx -b/z^2 \). Integration inwards from infinity, where \( u = iK' \), gives

\[ u \approx iK' + \frac{b}{z} , \qquad \phi \approx \frac{V b}{2K}\,\frac{x}{x^2 + y^2} . \]

The potential tends to zero, so uniqueness identifies it as the required one. Its slowest part is that of a line dipole, as expected of a neutral pair.

In the centre of the gap \( du/dz = 1/a \). The field there points from the right strip to the left and has magnitude

\[ |E_x(0,0)| = \frac{V}{2Ka} = \frac{V}{K s} . \]

The mean field across the gap is \( V/s \). Since \( K \ge \pi/2 \), the central field is at most \( 2/\pi \) of the mean, and the field near the metal edges is correspondingly larger.

## II. Capacitance, limits and a numerical case

### Symbols and results carried over

The strips occupy \( a < |x| < b \) in a medium of permittivity \( \varepsilon = \varepsilon_r/(4\pi) \) in atomic units. Their potentials are \( \pm V/2 \), the gap is \( s = 2a \), and the width is \( w = b - a \). The modulus is \( k = a/b \), with \( k' = \sqrt{1-k^2} \), \( K = K(k) \) and \( K' = K(k') \). The upper half-plane is carried to a rectangle of width \( 2K \) and height \( K' \), in which \( u = p + iq \) and \( \phi = Vp/(2K) \). The right strip becomes the side \( p = K \). The charge on a piece of its upper face is \( \varepsilon V/(2K) \) times the increase of \( q \).

The upper half-plane has been mapped to a rectangle of width \( 2K \) and height \( K' \), which gives the potential of the strip pair and relates the charge on the metal to lengths in the rectangle. It remains to obtain the capacitance from these results, examine its limits, check it numerically and see where it stops applying.
